# Why surface energies drift with slab thickness, and what a fit cures

**Q:** I was given surface energies for slabs of 6 to 26 layers of an insulator. They rise steadily with thickness. I expected thicker slabs to settle down. What is growing?

**A:** Start from what is being subtracted. Let $E(N)$ be the energy of an $N$-layer slab per surface cell, with two equivalent faces, each of area $A$. The reported quantity is

$$\gamma_{\rm app}(N)=\frac{E(N)-N e_b}{2A},$$

where $e_b$ is a bulk energy per layer from a separate calculation. Suppose that all slabs share the same numerical settings and interior geometry, and that the slab is gapped. Then each layer added in the middle costs the same energy $e_s$, once the faces no longer influence each other:

$$E(N)=N e_s+2A\gamma+r(N),\qquad r(N)\to 0 .$$

Inserting this gives

$$\gamma_{\rm app}(N)=\gamma+\frac{N(e_s-e_b)}{2A}+\frac{r(N)}{2A}.$$

The surface contributes a fixed amount, but the mismatch $e_s-e_b$ is counted once per layer. Unless $e_b=e_s$, there is no thick-slab limit. Any difference in settings between bulk and slab (k mesh, lattice constant, basis, real-space grid) can produce such a mismatch; the model below isolates the k mesh.

**Q:** You assumed that form for $E(N)$. Can it be derived, including the value of $e_s$?

**A:** It can for a model insulator. Put A and B sites alternately on a cubic grid of spacing $d$, with on-site energies $+\Delta$ and $-\Delta$ and nearest-neighbour hopping $-t$. Fill the lower half of the states with two electrons each. A (001) layer cell holds two atoms and has $A=2d^2$. The energy is the band energy alone, without ionic repulsion, relaxation or self-consistency.

Write $H=\Delta S+T$, where $S$ is $+1$ on A and $-1$ on B, and $T$ is the hopping. Hopping always changes sublattice, so $ST=-TS$. If $Tv=\tau v$, then $T(Sv)=-\tau(Sv)$. In the space of $v$ and $Sv$,

$$H=\begin{pmatrix}\tau&\Delta\\ \Delta&-\tau\end{pmatrix},\qquad \text{with energies}\ \pm\sqrt{\Delta^2+\tau^2}.$$

At one in-plane wavevector, hopping within a layer has eigenvalues $\pm u$. Hopping along the normal is an open chain of $N$ sites, with standing waves at $q_j=\pi j/(N+1)$, $j=1,\dots,N$. Hence $\tau=\pm u+2t\cos q_j$; the sign of the cosine is immaterial, because $q_j\to\pi-q_j$ maps the set onto itself. The operator $S$ reverses the sign of $u$ and sends $q_j$ to $\pi-q_j$, so taking $+u$ alone counts each pair once. With spin,

$$E(N)=-2\Big\langle\sum_{j=1}^{N}h(q_j)\Big\rangle,\qquad h(q)=\sqrt{\Delta^2+(u+2t\cos q)^2},$$

where the brackets denote the average over the slab's in-plane k mesh.

Now place $2(N+1)$ equally spaced points around the full circle of $q$. Since $h$ is even, the interior points occur twice and the points $0$ and $\pi$ once. If $\bar h_M$ is the mean over $M=2(N+1)$ points,

$$2(N+1)\bar h_M=h(0)+h(\pi)+2\sum_{j=1}^{N}h(q_j).$$

Solve for the sum, multiply by $-2$, and replace $\bar h_M$ by the continuous mean $\bar h$, collecting the difference in $r(N)$:

$$E(N)=(N+1)e_s+\langle h(0)+h(\pi)\rangle+r(N),\qquad e_s=-2\langle\bar h\rangle .$$

Comparison with $Ne_s+2A\gamma+r(N)$ gives

$$2A\gamma=e_s+\langle h(0)+h(\pi)\rangle .$$

In a periodic stack $q$ covers the circle uniformly, so $-2\langle\bar h\rangle$ is a bulk energy per layer. It is the bulk energy with **the slab's own in-plane mesh** and a converged integral along the normal.

As a check, let $\Delta$ be much larger than the hopping energies and expand $h\simeq\Delta+(u+2t\cos q)^2/(2\Delta)$. Since $\cos^2q$ averages to $1/2$,

$$e_s\simeq-2\Delta-\frac{\langle u^2\rangle+2t^2}{\Delta},\qquad \langle h(0)+h(\pi)\rangle\simeq2\Delta+\frac{\langle u^2\rangle+4t^2}{\Delta}.$$

Their sum is $2A\gamma\simeq2t^2/\Delta$. Cleavage cuts two bonds per cell, each worth $t^2/\Delta$ at this order.

**Q:** How thick must a slab be before $r(N)$ is negligible?

**A:** Expand $h(q)=\sum_m a_m e^{imq}$. An average over $M$ equally spaced points retains the terms with $m$ a multiple of $M$, so

$$r(N)=-2(N+1)\Big\langle\sum_{l\neq0}a_{2(N+1)l}\Big\rangle .$$

The coefficients decay exponentially if $h$ is analytic in a strip around the real axis. Its branch points satisfy $u+2t\cos q=\pm i\Delta$. With $q=x+iy$, the imaginary part requires $|\sin x|\sinh|y|=\Delta/(2t)$, hence $\sinh|y|\ge\Delta/(2t)$. The strip therefore reaches at least to $\kappa=\operatorname{arsinh}(\Delta/2t)$, and $r(N)$ falls at least as fast as $(N+1)e^{-2(N+1)\kappa'}$ for any $\kappa'<\kappa$, up to a constant.

For $t=0.5$ eV and $\Delta=2$ eV, direct diagonalization gives $|r|=2.0$ meV for one layer and $0.0002$ meV for four. As $\Delta\to0$ this guaranteed strip closes, so the proof does not carry over to metals. There the straightness of $E(N)$ has to be examined separately. The rate also belongs to this short-range model: polar faces, deep relaxation and dispersion forces are absent from it and can make $r(N)$ decay more slowly in a real insulator.

**Q:** My bulk calculation used a 3×3×3 mesh and the slabs a 3×3 mesh. Why are those not equivalent?

**A:** In the model, the bulk mesh belongs to the two-atom primitive cell, whose axes differ from those of the slab. Write the bulk band energy per two atoms as $e(\mathbf k)=\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, with $\mathbf R$ in units of $d$. A mesh average retains every $\mathbf R$ for which the phase is 1 at all mesh points. The term $c_0$ is the converged energy; the others are sampling errors.

For meshes containing $\Gamma$, the primitive 3×3×3 mesh retains three times each primitive lattice vector. The nearest are the twelve vectors of type $(3,3,0)$. The slab, with its normal integral converged, retains only in-plane vectors; the nearest are the four $(\pm3,\pm3,0)$. Cubic symmetry makes all these coefficients equal, so keeping this shell alone,

$$e_b\simeq c_0+12c_{330},\qquad e_s\simeq c_0+4c_{330},\qquad e_s-e_b\simeq-8c_{330}.$$

With the parameters above, $c_{330}=-0.123$ meV, which predicts a mismatch of $0.985$ meV per layer. The computed value is $0.938$ meV. More distant images account for the difference: the sums including them reproduce both mesh energies in a numerical test.

**Q:** That is under 1 meV in a layer energy of about 4.6 eV. Does it matter?

**A:** Take $d=2$ Å, so $2A=16$ Å$^2$, and use $1$ eV/Å$^2=16021.8$ mJ/m$^2$. The drift is

$$\frac{0.9376\times10^{-3}}{16}\times16021.8\simeq0.94\ \text{mJ/m}^2\ \text{per layer}.$$

The apparent surface energy rises from 191.8 mJ/m² at 6 layers to 210.5 mJ/m² at 26. The intercept of $E(N)$, on the same in-plane mesh, gives 186.1 mJ/m². The thickest slab is therefore 13% too high relative to that value, although the bulk mismatch is only 0.02% of the layer energy.

**Q:** Then I should converge the bulk energy properly and keep the slabs as they are?

**A:** That leaves a drift, here of the opposite sign. A converged bulk has $e_b=c_0$, so $e_s-e_b\simeq4c_{330}=-0.49$ meV; the computed value is $-0.52$ meV. The apparent surface energy now falls by 0.52 mJ/m² per layer, reaching 172.6 mJ/m² at 26 layers. The converged bulk number is free of the in-plane sampling error that the slabs still carry. If the slab's in-plane mesh is converged as well, the two agree: with a 12×12 mesh, the fitted slope matches the converged bulk energy within the test tolerance of $10^{-6}$ eV per layer.

**Q:** How does the fit avoid the problem?

**A:** It takes $e_s$ from the slabs themselves. Fit $E(N)=aN+b$ where $r(N)$ is negligible; then $a=e_s$ and $b=2A\gamma$. The end points of this series show the arithmetic:

$$a=\frac{-120.363395+27.633181}{26-6}=-4.636511\ \text{eV},$$

$$b=-27.633181+6\times4.636511=0.18588\ \text{eV}.$$

Thus $\gamma=0.18588/16\times16021.8\simeq186.1$ mJ/m², or 0.186 J/m². The least-squares fit to all six slabs gives the same values, and they agree with the derived expressions for $e_s$ and $2A\gamma$. The leading-order estimate $2t^2/\Delta=0.25$ eV is higher than $b$, since hopping is not small compared with $\Delta$ here.

**Q:** Could I use a better matched bulk cell instead?

**A:** Yes. Use a two-layer cell oriented like the slab, with the same in-plane mesh and $m$ points along the normal. A Bloch phase $\theta$ across two layers corresponds to $q=\theta/2$ and $\theta/2+\pi$, so $m$ phases sample $2m$ equally spaced values of $q$. The energy error is $-0.0008$ meV per layer for four points and below the printed resolution for eight.

One point is a poor choice. At $\theta=0$ it samples only $q=0$ and $q=\pi$, giving $e_b=-\langle h(0)+h(\pi)\rangle$. From the formula for $2A\gamma$, this means $e_b-e_s=-2A\gamma$. The numerical output shows precisely this: an error of $-185.88$ meV, equal in size to the intercept. Apart from $r(N)$, the apparent surface energy would then be $(N+1)\gamma$.

**Q:** If the fitted points lie on a perfect line, is the surface energy converged?

**A:** Only with respect to thickness. The intercept contains averages over the slab's in-plane mesh, and their error remains. The 3×3 series gives 186.1 mJ/m² and the 12×12 series 187.3 mJ/m², so the coarse result is 0.6% low relative to the finer one. Neither value includes what the model omits.

The settings must also stay fixed through the series. Changing the mesh from 3×3 to 4×4 above 14 layers joins pieces of two lines with different slopes. One fit through both gives 178.6 mJ/m², below either consistent result.

**Q:** My slab energies also carry some convergence noise. Does extrapolating to zero layers amplify it?

**A:** It can. Let the $M$ slab energies have independent errors of standard deviation $\sigma$. With mean thickness $\bar N$ and $S=\sum_i(N_i-\bar N)^2$, the fitted coefficients are

$$a=\frac{\sum_i(N_i-\bar N)E_i}{S},\qquad b=\bar E-a\bar N.$$

The variance of $\bar E$ is $\sigma^2/M$ and that of $a$ is $\sigma^2/S$. Their covariance is proportional to $\sum_i(N_i-\bar N)=0$. Therefore

$$\sigma_b=\sigma\sqrt{\frac1M+\frac{\bar N^2}{S}}.$$

For thicknesses 6, 10, 14, 18, 22 and 26, $M=6$, $\bar N=16$ and $S=2(2^2+6^2+10^2)=280$, so $\sigma_b=1.04\,\sigma$. Noise of 0.10 meV per slab becomes about 0.10 mJ/m² in $\gamma$, and random trials confirm the formula.

Two adjacent thicknesses are much less favourable. Then $M=2$ and $S=1/2$, so $\sigma_b=\sigma\sqrt{1/2+2\bar N^2}$, which grows almost in proportion to thickness. If the noise is the same at every thickness, spread the slabs over a wide range, starting just beyond the thickness at which $r(N)$ matters. If the noise grows with slab size, the gain stops at a moderate range and very thick slabs make the intercept worse. An error exactly proportional to $N$ is different from this noise: it enters the slope and leaves the intercept unchanged. The in-plane mesh error is not of this pure form; it shifts the slope and the intercept as well, as the 3×3 and 12×12 series show.

## Computed results

```
hopping t = 0.5 eV, on-site Delta = 2.0 eV
spacing d = 2.0 angstrom, face area A = 8.0 angstrom^2
1 eV/angstrom^2 = 16021.8 mJ/m^2
slab energies, 3x3 in-plane mesh:
  N =  6: E = -27.633181 eV
  N = 10: E = -46.179224 eV
  N = 14: E = -64.725267 eV
  N = 18: E = -83.271309 eV
  N = 22: E = -101.817352 eV
  N = 26: E = -120.363395 eV
fitted slope = -4.6365107 eV per layer
derived e_s = -4.6365107 eV per layer
fitted intercept = 0.185883 eV
derived 2*A*gamma = 0.185883 eV
primitive bulk 3x3x3 = -4.6374482 eV per layer
primitive bulk 16x16x16 = -4.6359904 eV per layer
e_s - e_b, 3x3x3 bulk = 0.9376 meV per layer
e_s - e_b, converged bulk = -0.5203 meV per layer
drift, 3x3x3 bulk = 0.9388 mJ/m^2 per layer
drift, converged bulk = -0.5210 mJ/m^2 per layer
apparent gamma in mJ/m^2 (3x3x3 bulk, converged bulk, slope):
  N =  6: 191.77, 183.01, 186.14
  N = 10: 195.52, 180.93, 186.14
  N = 14: 199.28, 178.84, 186.14
  N = 18: 203.03, 176.76, 186.14
  N = 22: 206.79, 174.67, 186.14
  N = 26: 210.55, 172.59, 186.14
Fourier coefficient c_(3,3,0) = -0.12312 meV
-8*c_(3,3,0) = 0.9850 meV
4*c_(3,3,0) = -0.4925 meV
oriented bulk minus slope, by points along the normal:
  1 points: -185.88255 meV per layer
  2 points: 0.99069 meV per layer
  4 points: -0.00081 meV per layer
  8 points: 0.00000 meV per layer
remainder |E - N*e_s - 2*A*gamma| for thin slabs:
  N = 1: 1.98e+00 meV
  N = 2: 1.76e-02 meV
  N = 3: 3.25e-03 meV
  N = 4: 1.85e-04 meV
gamma from fit, 3x3 mesh = 186.14 mJ/m^2
  the same = 0.1861 J/m^2
gamma from fit, 12x12 mesh = 187.28 mJ/m^2
sampling error left = -1.14 mJ/m^2
gamma, 3x3 to N=14 then 4x4 = 178.60 mJ/m^2
noise per slab energy = 0.10 meV
intercept noise, formula = 0.1040 meV
intercept noise, random trials = 0.1035 meV
gamma noise, formula = 0.104 mJ/m^2
```
